# Casimir–Polder free energy at temperature T and its classical limit: a program that tests the result

```python
"""
Result under test: the second-order dipole-dipole free energy of a pair is
    F = -(3 kT / R^6) * sum over all integers n of alphaA(i xi_n) alphaB(i xi_n),
    xi_n = 2 pi n kT / hbar,
and its classical limit is F_cl = -3 kT alphaA(0) alphaB(0) / R^6.
Atomic units (hbar = 1): energies in hartree, lengths in bohr,
polarizabilities alpha in bohr^3, kT = thermal energy, R = separation.
Drude oscillator: alpha(i xi) = alpha0 w^2 / (w^2 + xi^2).
Interaction is instantaneous (no retardation).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

K_B = const.physical_constants["kelvin-hartree relationship"][0]
J_MOL = const.physical_constants["Hartree energy"][0] * const.N_A


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


def drude_alpha(alpha0, w, xi):
    return alpha0 * w**2 / (w**2 + xi**2)


def direct_sum_free_energy(alpha_a, alpha_b, kT, R, n_max=20000):
    """Explicit Matsubara sum; alpha_a and alpha_b are functions of xi."""
    xi = 2 * np.pi * kT * np.arange(n_max + 1)
    terms = alpha_a(xi) * alpha_b(xi)
    return -3 * kT / R**6 * (terms[0] + 2 * np.sum(terms[1:]))


def drude_ratio(wa, wb, kT):
    """Closed form of F / F_cl for two different Drude oscillators."""
    xa, xb = wa / (2 * kT), wb / (2 * kT)
    return (xb**2 * xa / np.tanh(xa) - xa**2 * xb / np.tanh(xb)) / (xb**2 - xa**2)


def classical_free_energy(a0, b0, kT, R):
    return -3 * kT * a0 * b0 / R**6


def exact_drude_pair(a0, b0, wa, wb, kT, R):
    """Exact interaction free energy and energy from coupled normal modes."""
    def thermo(freq):
        free = freq / 2 + kT * np.log1p(-np.exp(-freq / kT))
        energy = freq / 2 / np.tanh(freq / (2 * kT))
        return np.array([np.sum(free), np.sum(energy)])
    total = np.zeros(2)
    for t in (2 / R**3, -1 / R**3, -1 / R**3):
        off = -t * np.sqrt(a0 * b0) * wa * wb
        modes = np.sqrt(np.linalg.eigvalsh([[wa**2, off], [off, wb**2]]))
        total += thermo(modes) - thermo(np.array([wa, wb]))
    return total


# ---- Dipole tensor: trace of its square, by symbolic differentiation
X, Y, Z = sp.symbols("x y z", positive=True)
r2 = X**2 + Y**2 + Z**2
tensor = sp.hessian(1 / sp.sqrt(r2), (X, Y, Z))
assert sp.simplify((tensor * tensor).trace() * r2**3 - 6) == 0

# ---- General systems: exact diagonalization against the Matsubara sum.
# One Cartesian component each, V = g a b, so F2 = -(g^2 kT/2) sum alphaA alphaB.
rng = np.random.default_rng(7)
kT_test = 0.7
xi_test = 2 * np.pi * kT_test * np.arange(4001)


def random_system(size):
    levels = np.sort(rng.uniform(0, 3, size))
    p = np.exp(-levels / kT_test)
    p /= p.sum()
    m = rng.normal(size=(size, size))
    dip = (m + m.T) / 2
    dip -= np.sum(p * np.diag(dip)) * np.eye(size)   # thermal mean is zero
    return levels, p, dip


def spectral_alpha(levels, p, dip):
    gap = levels[:, None] - levels[None, :]
    weight = dip**2 * (p[None, :] - p[:, None]) * gap
    off_diag = ~np.eye(len(levels), dtype=bool)
    g, w = gap[off_diag], weight[off_diag]
    alpha = np.array([np.sum(w / (g**2 + xi**2)) for xi in xi_test])
    permanent = np.sum(p * np.diag(dip)**2) / kT_test
    return alpha, permanent


sys_a, sys_b = random_system(4), random_system(5)
response, static_without = [], []
for levels, p, dip in (sys_a, sys_b):
    alpha, permanent = spectral_alpha(levels, p, dip)
    static_without.append(alpha[0])
    alpha[0] += permanent
    H = np.diag(levels)
    inner = H @ dip - dip @ H
    K = np.sum(p * np.diag(dip @ inner - inner @ dip))
    assert np.all(alpha[1:] >= 0)
    assert np.all(alpha[1:] <= K / xi_test[1:]**2 * (1 + 1e-10))
    response.append(alpha)
product = response[0] * response[1]
F2_sum = -kT_test / 2 * (product[0] + 2 * product[1:].sum())
F2_no_permanent = -kT_test / 2 * (static_without[0] * static_without[1]
                                  + 2 * product[1:].sum())
H0 = (np.kron(np.diag(sys_a[0]), np.eye(5))
      + np.kron(np.eye(4), np.diag(sys_b[0])))
V0 = np.kron(sys_a[2], sys_b[2])


def full_free_energy(g):
    e = np.linalg.eigvalsh(H0 + g * V0)
    return -kT_test * np.log(np.sum(np.exp(-e / kT_test)))


g = 3e-4
F2_exact = (full_free_energy(g) + full_free_energy(-g)
            - 2 * full_free_energy(0.0)) / (2 * g**2)
assert close(F2_sum, F2_exact, 1e-4)
assert not close(F2_no_permanent, F2_exact, 1e-2)

# ---- Two Drude pairs with equal static polarizabilities
a0, b0, R, T = 10.0, 20.0, 10.0, 300.0
kT = K_B * T
pairs = {"stiff": (0.5, 0.4), "soft": (0.002, 0.001)}
F_cl = classical_free_energy(a0, b0, kT, R)
results = {}
for name, (wa, wb) in pairs.items():
    fa = lambda xi, w=wa: drude_alpha(a0, w, xi)
    fb = lambda xi, w=wb: drude_alpha(b0, w, xi)
    F_sum = direct_sum_free_energy(fa, fb, kT, R)
    assert close(F_sum, F_cl * drude_ratio(wa, wb, kT), 1e-6)
    far = 20.0
    F_far = direct_sum_free_energy(fa, fb, kT, far)
    assert close(exact_drude_pair(a0, b0, wa, wb, kT, far)[0], F_far, 1e-4)
    # zero-temperature integral, in units of wa to keep the quadrature scaled
    integral = quad(lambda s: fa(s * wa) * fb(s * wa), 0, np.inf,
                    epsabs=1e-10, epsrel=1e-10)[0] * wa
    E_zero = -3 / np.pi / R**6 * integral
    london = -1.5 * a0 * b0 * wa * wb / (wa + wb) / R**6
    assert close(E_zero, london, 1e-8)
    kT_cold = 0.01 * min(wa, wb)
    F_cold = direct_sum_free_energy(fa, fb, kT_cold, R)
    assert close(F_cold, E_zero, 1e-5)
    # remainder bound at several temperatures
    for temp in (0.3 * wb, wb, 5 * wb):
        rest = (direct_sum_free_energy(fa, fb, temp, R)
                / classical_free_energy(a0, b0, temp, R) - 1)
        assert 0 < rest <= wa**2 * wb**2 / (720 * temp**4)
    hot = 10 * wa
    law = (wa / (2 * hot))**2 * (wb / (2 * hot))**2 / 45
    rest = direct_sum_free_energy(fa, fb, hot, R) / classical_free_energy(
        a0, b0, hot, R) - 1
    assert close(rest, law, 1e-2)
    T_one_percent = brentq(lambda t: drude_ratio(wa, wb, t) - 1.01,
                           0.1 * wb, 10 * wa) / K_B
    F_modes = exact_drude_pair(a0, b0, wa, wb, kT, R)[0]
    results[name] = (F_sum, E_zero, F_modes, T_one_percent)
assert close(results["stiff"][0], results["stiff"][1], 1e-5)

# ---- Classical Boltzmann integral over two polarizable dipoles (no hbar)
u = np.linspace(-9, 9, 181)
U1, U2 = np.meshgrid(u, u)
F_config = 0.0
for t in (2 / R**3, -1 / R**3, -1 / R**3):
    gauss = np.exp(-(U1**2 + U2**2) / 2)
    coupled = gauss * np.exp(t * np.sqrt(a0 * b0) * U1 * U2)
    F_config -= kT * np.log(coupled.sum() / gauss.sum())
assert close(F_config, F_cl, 1e-3)   # fourth order in coupling remains

# ---- Entropic character: exact interaction energy is small when hot
T_hot = 1000.0
kT_hot = K_B * T_hot
wa, wb = pairs["soft"]
F_hot, U_hot = exact_drude_pair(a0, b0, wa, wb, kT_hot, 20.0)
U_share = U_hot / F_hot
assert close(U_share, 4 * (wa * wb / (4 * kT_hot**2))**2 / 45, 0.05)

# ---- Rigid polar rotors, levels B J(J+1)
mu, B, R_rot = 1.0, 1e-5, 20.0
J = np.arange(200)
boltz = np.exp(-B * J * (J + 1) / kT)
Z_rot = np.sum((2 * J + 1) * boltz)
strength = np.array([sum(((j + 1)**2 - m**2) / ((2*j + 1) * (2*j + 3))
                         for m in range(-j, j + 1)) for j in range(199)])
gaps = 2 * B * (J[:-1] + 1)
rot_weight = 2 * mu**2 * strength * gaps * (boltz[:-1] - boltz[1:]) / Z_rot


def rotor_alpha(xi):
    return np.sum(rot_weight / (gaps**2 + np.asarray(xi)[:, None]**2), axis=1)


alpha_rot = rotor_alpha(np.array([0.0]))[0]
alpha_curie = mu**2 / (3 * kT)
assert close(alpha_rot, alpha_curie, 1e-2)
F_rot = direct_sum_free_energy(rotor_alpha, rotor_alpha, kT, R_rot, 2000)
F_rot_static = classical_free_energy(alpha_rot, alpha_rot, kT, R_rot)
rot_rest = F_rot / F_rot_static - 1
K_rot = 4 * B * mu**2 / 3
assert 0 < rot_rest <= K_rot**2 / (720 * kT**4 * alpha_rot**2)
F_keesom = -mu**4 / (3 * kT * R_rot**6)
assert close(F_rot, F_keesom, 2e-2)


def orientation_free_energy(distance):
    c, w = np.polynomial.legendre.leggauss(24)
    phi = 2 * np.pi * np.arange(32) / 32
    ca, cb, ph = np.meshgrid(c, c, phi, indexing="ij")
    energy = mu**2 / distance**3 * (
        np.sqrt((1 - ca**2) * (1 - cb**2)) * np.cos(ph) - 2 * ca * cb)
    mean = np.einsum("i,j,ijk->", w, w, np.exp(-energy / kT)) / (4 * 32)
    return -kT * np.log(mean)


assert close(orientation_free_energy(40.0), -mu**4 / (3*kT*40.0**6), 1e-3)

# ---- Printed numbers
print(f"Static polarizabilities A, B: {a0:.1f}, {b0:.1f} bohr^3")
print(f"Drude pair separation R: {R:.1f} bohr")
print(f"Temperature: {T:.1f} K")
print(f"Thermal energy kT: {kT:.6e} hartree")
print(f"First Matsubara energy hbar*xi_1: {2*np.pi*kT:.6e} hartree")
print(f"Classical term F_cl, both pairs: {F_cl:.6e} hartree")
print(f"Classical term F_cl, both pairs: {F_cl*J_MOL:.4f} J/mol")
print(f"Classical configuration integral: {F_config:.6e} hartree")
for name, (wa, wb) in pairs.items():
    F_sum, E_zero, F_modes, T_one = results[name]
    print(f"{name} pair: hbar*w of A, B: {wa:g}, {wb:g} hartree")
    print(f"{name} pair: Matsubara sum F: {F_sum:.6e} hartree")
    print(f"{name} pair: Matsubara sum F: {F_sum*J_MOL:.4f} J/mol")
    print(f"{name} pair: zero-T integral: {E_zero:.6e} hartree")
    print(f"{name} pair: exact normal modes F: {F_modes:.6e} hartree")
    print(f"{name} pair: F/F_cl: {F_sum/F_cl:.5f} (no unit)")
    print(f"{name} pair: n=0 share of F: {100*F_cl/F_sum:.3f} percent")
    print(f"{name} pair: T where F/F_cl = 1.01: {T_one:.1f} K")
print("Soft pair: T (K), F (hartree), F_cl (hartree), F/F_cl")
wa, wb = pairs["soft"]
for temp in (30, 100, 300, 1000, 3000):
    cl = classical_free_energy(a0, b0, K_B * temp, R)
    F_t = direct_sum_free_energy(lambda xi: drude_alpha(a0, wa, xi),
                                 lambda xi: drude_alpha(b0, wb, xi),
                                 K_B * temp, R)
    print(f"  {temp:5d}  {F_t:.6e}  {cl:.6e}  {F_t/cl:.7f}")
print(f"Soft pair, {T_hot:.0f} K, R = 20 bohr: U/F = {U_share:.3e} (no unit)")
print(f"Rotors: dipole {mu:.1f} e*bohr, B {B:.1e} hartree, R {R_rot:.1f} bohr")
print(f"Rotor static alpha, quantum: {alpha_rot:.4f} bohr^3")
print(f"Rotor static alpha, mu^2/(3kT): {alpha_curie:.4f} bohr^3")
print(f"Rotor pair, Matsubara sum F: {F_rot:.6e} hartree")
print(f"Rotor pair, Keesom formula: {F_keesom:.6e} hartree")
print(f"Rotor pair, Keesom formula: {F_keesom*J_MOL:.4f} J/mol")
print(f"Rotor pair, full orientation average: "
      f"{orientation_free_energy(R_rot):.6e} hartree")
print(f"Rotor pair, n>0 terms over n=0 term: {rot_rest:.3e} (no unit)")
print(f"Many-level test, F2/g^2 from sum: {F2_sum:.6f} (model units)")
print(f"Many-level test, F2/g^2 exact: {F2_exact:.6f} (model units)")
print(f"Same sum without permanent moments: {F2_no_permanent:.6f} (model units)")
print("all tests passed")
```

Printed output:

```
Static polarizabilities A, B: 10.0, 20.0 bohr^3
Drude pair separation R: 10.0 bohr
Temperature: 300.0 K
Thermal energy kT: 9.500435e-04 hartree
First Matsubara energy hbar*xi_1: 5.969299e-03 hartree
Classical term F_cl, both pairs: -5.700261e-07 hartree
Classical term F_cl, both pairs: -1.4966 J/mol
Classical configuration integral: -5.701972e-07 hartree
stiff pair: hbar*w of A, B: 0.5, 0.4 hartree
stiff pair: Matsubara sum F: -6.666667e-05 hartree
stiff pair: Matsubara sum F: -175.0333 J/mol
stiff pair: zero-T integral: -6.666667e-05 hartree
stiff pair: exact normal modes F: -6.667914e-05 hartree
stiff pair: F/F_cl: 116.95371 (no unit)
stiff pair: n=0 share of F: 0.855 percent
stiff pair: T where F/F_cl = 1.01: 83359.9 K
soft pair: hbar*w of A, B: 0.002, 0.001 hartree
soft pair: Matsubara sum F: -5.734542e-07 hartree
soft pair: Matsubara sum F: -1.5056 J/mol
soft pair: zero-T integral: -2.000000e-07 hartree
soft pair: exact normal modes F: -5.736253e-07 hartree
soft pair: F/F_cl: 1.00601 (no unit)
soft pair: n=0 share of F: 99.402 percent
soft pair: T where F/F_cl = 1.01: 261.8 K
Soft pair: T (K), F (hartree), F_cl (hartree), F/F_cl
     30  -2.000215e-07  -5.700261e-08  3.5089880
    100  -2.348032e-07  -1.900087e-07  1.2357497
    300  -5.734542e-07  -5.700261e-07  1.0060140
   1000  -1.900191e-06  -1.900087e-06  1.0000546
   3000  -5.700265e-06  -5.700261e-06  1.0000007
Soft pair, 1000 K, R = 20 bohr: U/F = 2.171e-04 (no unit)
Rotors: dipole 1.0 e*bohr, B 1.0e-05 hartree, R 20.0 bohr
Rotor static alpha, quantum: 349.6318 bohr^3
Rotor static alpha, mu^2/(3kT): 350.8611 bohr^3
Rotor pair, Matsubara sum F: -5.443870e-06 hartree
Rotor pair, Keesom formula: -5.482205e-06 hartree
Rotor pair, Keesom formula: -14.3935 J/mol
Rotor pair, full orientation average: -5.477784e-06 hartree
Rotor pair, n>0 terms over n=0 term: 2.469e-06 (no unit)
Many-level test, F2/g^2 from sum: -1.410522 (model units)
Many-level test, F2/g^2 exact: -1.410522 (model units)
Same sum without permanent moments: -1.172763 (model units)
all tests passed
```
